Memory Loss and Detailed Balance Fix Diffuse-Mismatch Phonon Transmission, part 2

Harmonic, lossless crystals A (z < 0) and B (z > 0) exchange heat through an interface. How much do they conduct if scattering erases all memory of a phonon's incoming side, direction and polarization?

Here ω is angular frequency; values in THz are ω/(2π). A channel is a propagating wave carrying energy toward or away from the interface. Each crystal has M(ω) incoming, and equally many outgoing, channels per interface area:

M(ω) = 2π Σ_p ∫_{v_z>0} d³k/(2π)³ v_z δ(ω − ω_p(k)),

with ω_p(k) the frequency of polarization p at wavevector k and v_z = ∂ω_p/∂k_z. The mean probability of crossing from A to B is t_AB, and the reverse is t_BA. Every lossless elastic interface obeys Lemma 2, detailed balance:

M_A t_AB = M_B t_BA.

With complete memory loss all outgoing channels are equally likely, and the theorem gives

t_AB = M_B/(M_A + M_B),
t_BA = M_A/(M_A + M_B).

Incoming phonons have Bose occupation n(ω,T) = 1/[exp(ħω/k_BT) − 1], at T_A from A and T_B from B. For heat flux J and a small difference T_A − T_B, the conductance G = J/(T_A − T_B) is

G = (1/2π) ∫₀^∞ dω ħω (∂n/∂T) Θ(ω),
Θ = M_A M_B/(M_A + M_B),

with Θ = 0 where either crystal has no channels. With x = ħω/(k_BT), the thermal weight is

ħω ∂n/∂T = k_B [(x/2)/sinh(x/2)]².

Three earlier comparisons are also used:

- Two atomic chains with unit springs and masses 1 and 2, joined by a spring g, have t = 0.021 at g = 0.1 and ω = 1, against a memory-free 1/2.
- Random symmetric scattering matrices with N = N_A + N_B channels, N_A in A and N_B in B, give mean t_AB = N_B/(N + 1).
- The faulty state-density rule replaces M in the transmission formulas by the number of states per volume and frequency, averaged here over a 0.5 THz window around 2 THz.

**Corollary 2: the elastic ceiling**

Probabilities do not exceed one. For any elastic interface, with or without memory,

M_A t_AB ≤ M_A,
M_A t_AB = M_B t_BA ≤ M_B.

Hence M_A t_AB cannot exceed min(M_A,M_B). Using this minimum in place of Θ gives an upper bound on G for the same incoming occupations. It is a bound, and need not be reached by a particular interface.

For complete memory loss,

Θ/min(M_A,M_B) = max(M_A,M_B)/(M_A + M_B).

This ratio lies between one half, for equal channel numbers, and one, for very unequal numbers. The conductance with complete memory loss is therefore at least half the elastic ceiling. At a given frequency, a weak bond can transmit far less than the memory-free value, as the atomic chains show. Inelastic scattering can exceed the ceiling, because it opens paths between phonons of different frequencies that the bound excludes.

**A lattice in which the channels can be counted**

Consider two simple-cubic model crystals meeting at a (001) plane. Their round parameters are

A: a = 0.25 nm, c_L = 8000 m/s, c_T = 5000 m/s,
B: a = 0.30 nm, c_L = 4000 m/s, c_T = 2000 m/s.

Here a is the lattice constant, and c_L and c_T are the longitudinal and transverse speeds along a cubic axis. In each crystal, let the Cartesian displacement u_α of an atom of mass m be coupled to the same component on its nearest neighbors along axis β by a force constant K_αβ. The equation of motion is

m d²u_α/dt² = Σ_β K_αβ [u_α(+β) + u_α(−β) − 2u_α],

where +β and −β denote the two neighbors. A plane wave turns the bracket into −2[1 − cos(k_βa)]u_α, or −4 sin²(k_βa/2)u_α. The time derivative gives −mω²u_α. With K_αβ = mc_αβ²/a²,

ω_α² = Σ_β W_αβ sin²(k_βa/2),
W_αβ = 4c_αβ²/a².

The choice c_αα = c_L, and c_αβ = c_T for α ≠ β, gives the stated speeds along the axes at long wavelength. This force model is not invariant under rotation of the whole crystal: a rigid rotation displaces neighbors by different amounts and would cost energy. It serves to show the counting with a full phonon band, and does not represent a particular material.

For fixed k_x, k_y and α, let h be the x and y part of ω_α². Then

ω² = h + W_αz sin²(k_za/2).

Differentiation with respect to k_z gives

2ωv_z = W_αz (a/2) sin(k_za).

The velocity is positive for 0 < k_z < π/a, and ω rises steadily there. There is thus one channel with v_z > 0 if

h < ω² < h + W_αz,

and none outside this interval, apart from edge points of zero area. Consequently M is the sum, over the three polarizations, of the area in the transverse zone satisfying this condition, divided by (2π)². The transverse zone has area (2π/a)², so each polarization contributes at most 1/a².

The numerical test compared this count with the original velocity-weighted sum over three-dimensional wavevectors. The largest difference was 0.09 % of the peak M for A and 0.05 % for B.

**The long-wave limit**

At low frequency sin(k_βa/2) may be replaced by k_βa/2. The upper edge of the band is then never reached, and the condition for a channel becomes

c_αx²k_x² + c_αy²k_y² < ω².

This is an ellipse with semiaxes ω/c_αx and ω/c_αy. Its area divided by (2π)² is

ω²/(4π c_αx c_αy).

The polarizations x and y each contribute the speed product c_Lc_T, while z contributes c_T². Therefore

M = s ω²/(4π),
s = 1/c_T² + 2/(c_Lc_T).

In units of (km/s)⁻²,

s_A = 1/25 + 2/40 = 0.090,
s_B = 1/4 + 2/8 = 0.500.

The long-wave transmission from A to B is 0.500/0.590 = 0.847. The slower crystal has more channels and receives most of the scattered phonons.

At 1 THz, ω = 6.283 ps⁻¹. Since 1 km/s equals 1 nm/ps, the long-wave formula gives

M_A = 0.090 × 6.283²/(4π) = 0.283 nm⁻²,
M_B = 0.500 × 6.283²/(4π) = 1.571 nm⁻².

The lattice values are 0.284 and 1.649 nm⁻². They must be larger here. Because sin²y ≤ y², the lattice region h < ω² contains the long-wave ellipse. The upper band edge removes nothing as long as ω is below 2c_T/a, which is 2.1 THz in B and higher in A.

**Transmission across the spectrum**

The full lattice count at 2 THz gives M_A = 1.155 nm⁻² and M_B = 8.255 nm⁻². Thus

t_AB = 8.255/(1.155 + 8.255) = 0.877,
t_BA = 1.155/(1.155 + 8.255) = 0.123.

Both opposed channel flows, M_A t_AB and M_B t_BA, are about 1.01 nm⁻². Unequal probabilities are exactly what balances the unequal arrival rates.

At 5 THz the channel numbers are 8.293 nm⁻² in A and 3.526 nm⁻² in B. The transmission from A has dropped to

t_AB = 3.526/(8.293 + 3.526) = 0.298.

The top of the phonon band of B is at 5.20 THz. There every sin² in the dispersion must equal one, so the permitted transverse area shrinks to zero as the top is approached. Phonons of A between 5.20 THz and its own band top at 13.59 THz are completely reflected in this elastic model.

**The low-temperature law**

When k_BT/ħ is much lower than the frequencies at which the lattice structure matters, the long-wave counts may be used throughout the thermal integral. Then

Θ = Sω²/(4π),
S = s_A s_B/(s_A + s_B),

and

G = ħS/(8π²) ∫₀^∞ dω ω³ ∂n/∂T.

Taking the temperature derivative outside the integral and setting ω = k_BTx/ħ gives

∫₀^∞ dω ω³n = (k_BT/ħ)⁴ I,
I = ∫₀^∞ dx x³/[exp(x) − 1].

Expand 1/[exp(x) − 1] as the sum of exp(−lx) over l = 1, 2, and so on. Each term integrates to 6/l⁴, so I = 6Σ_l 1/l⁴. The sum follows from the Fourier series

x² = π²/3 + 4Σ_l (−1)^l cos(lx)/l², for −π ≤ x ≤ π.

The mean of x⁴ over this interval is π⁴/5. The mean of the squared series is π⁴/9 + 8Σ_l 1/l⁴. Equating them gives Σ_l 1/l⁴ = π⁴/90, and I = π⁴/15. The temperature derivative contributes a factor 4T³, hence

G = [ħS/(8π²)] × [4π⁴k_B⁴T³/(15ħ⁴)]
  = π²k_B⁴T³S/(30ħ³).

For the two crystals, S = 0.090 × 0.500/0.590 = 0.0763 (km/s)⁻². At 2 K both this law and the full lattice integral give 0.0062 MW m⁻² K⁻¹.

This is the low-temperature limit of the model, not a prediction that every interface will follow it. A wave of wavenumber k acquires phase differences of order kd from roughness of height d. When kd is small, the roughness scatters weakly, and the wave retains its direction and other memory. The hypothesis therefore becomes hardest to justify for the long waves that carry heat at low temperature.

**Conductance at higher temperatures**

The full lattice integral gives the following conductances, with the elastic ceiling in parentheses:

30 K: 19.5 (23.6) MW m⁻² K⁻¹,
100 K: 101.7 (134.0) MW m⁻² K⁻¹,
300 K: 128.2 (170.9) MW m⁻² K⁻¹.

At 300 K the boundary resistance is 1/G = 7.80 m² K GW⁻¹. An incoming temperature difference of 1 K then drives a heat flux of 128 MW m⁻².

G rises slowly between 100 and 300 K because transport is confined to frequencies below the top of B. At that top and 300 K, x = ħω/(k_BT) is 0.83, and the thermal weight is

[(0.415)/sinh(0.415)]² = 0.94

times k_B. At lower frequencies the weight is closer to k_B, since y/sinh y decreases with y. The conductance at 300 K is thus within about 6 % of the high-temperature limit of this harmonic model.

The ratio of G to its ceiling falls from 0.83 at 30 K to 0.75 at 300 K. By Corollary 2 it is a thermal average of the larger of t_AB and t_BA. At the three frequencies 1, 2 and 3 THz this larger value lies between 0.85 and 0.88. At 4 and 5 THz it is 0.75 and 0.70, and between these two frequencies, where M_A and M_B cross, it falls to one half. From 30 to 300 K a growing share of the weight lies above 4 THz, where the larger value is mostly lower, and the average falls. This is not a rule for every frequency range: above the crossing the larger value rises again, and it tends to one at the top of B.

The conductance was also tested by summing the heat carried by individual bulk states. At 300 K the sum over states of A gives 128.22 MW m⁻² K⁻¹, and the sum over states of B gives 128.20. Their agreement with the channel integral tests the factor 1/(2π) and the channel count on each side. The balance between the sides is not tested independently, because it is already built into the transmissions used.

**Proposition: the local temperature drop**

*With complete memory loss, at each frequency open on both sides, the difference between the local mean occupations on the two sides of the interface is half the difference between the incoming occupations.*

*Proof.* Let the incoming occupations be n_A and n_B. Each outgoing channel receives equal contributions from all incoming channels, so its occupation is

n_out = (M_A n_A + M_B n_B)/(M_A + M_B).

This is the same on both sides. Time reversal pairs incoming and outgoing states, which therefore have equal weight in the local average. Close to the interface, before scattering in the bulk changes the distributions, the averages are

n̄_A = (n_A + n_out)/2,
n̄_B = (n_B + n_out)/2.

Subtraction cancels n_out:

n̄_A − n̄_B = (n_A − n_B)/2. ∎

A spectral conductance defined with the local occupations is therefore twice the one defined with the incoming occupations. This factor need not carry over to a single temperature fitted to the whole spectrum. The intermediate occupation n_out varies with frequency, and the two crystals weight frequencies differently. Moreover, phonons of A above the top of B are completely reflected and keep their incoming occupation n_A, so the factor one half does not apply to them.

For random symmetric scattering with N channels in total, the mean probabilities N_B/(N + 1) and N_A/(N + 1) replace the memory-free ones. Let n_A = 1 and n_B = 0. The N_A incoming channels of A then send a total occupation N_A(1 − t_AB) back into the N_A outgoing channels of A, and N_A t_AB into the N_B outgoing channels of B. The mean outgoing occupations are therefore 1 − t_AB on side A and N_A t_AB/N_B on side B. By Lemma 2 the latter equals t_BA. The local drop is therefore

(1 + 1 − t_AB − t_BA)/2 = 1 − N/[2(N + 1)].

This gives 0.529 for 16 channels and 0.506 for 80. The sampled values are 0.531 and 0.507, and the memory-free limit is 0.5.

**Identical crystals and the range of validity**

For identical crystals the theorem gives t_AB = 1/2. This does not describe an uninterrupted crystal, in which an imaginary plane transmits every phonon and preserves its direction. It describes an ideal scrambling plane inserted into the crystal.

The local occupations make the distinction clear. At an imaginary plane, the outgoing phonons on side A come from B, and those on side B come from A. Both local averages equal (n_A + n_B)/2, and there is no local drop. At a scrambling plane half the incoming difference remains as a local drop, so there is a real boundary resistance.

The formula thus applies when scattering at the interface is elastic and erases the incoming side, direction and polarization. A smooth interface violates the condition by retaining direction, and a weakly bonded one by retaining side. Stronger disorder does not by itself secure the condition. In a thick or strongly disordered layer a phonon is more likely to leave through the face by which it entered, so the side is remembered and the transmission falls below the memory-free value. Anharmonic scattering violates the separation by frequency. The expression for G further requires thermal occupations in the incoming channels; if a nearby heat source or a thin layer produces another distribution, the transmissions may still hold, but the integral must use the actual incoming occupations.

The numerical output lists the channel counts, transmissions and conductances used above.

Values computed for the example and the checks

```
A: a = 0.25 nm, cL = 8000 m/s, cT = 5000 m/s, top = 13.594 THz
B: a = 0.30 nm, cL = 4000 m/s, cT = 2000 m/s, top = 5.198 THz
A: largest flux-sum/count difference = 0.09 % of peak M
B: largest flux-sum/count difference = 0.05 % of peak M
f (THz), M_A (nm^-2), M_B (nm^-2), t_AB, t_BA:
  1  0.2842  1.6485  0.8529  0.1471
  2  1.1551  8.2550  0.8772  0.1228
  3  2.6732  15.7685  0.8550  0.1450
  4  4.9648  14.9461  0.7507  0.2493
  5  8.2932  3.5261  0.2983  0.7017
2 THz: t_AB if state density is used = 0.956
2 THz: resulting A-to-B / B-to-A equilibrium flow = 3.03
A: s = 0.0900 (km/s)^-2, M/long-wave M at 0.1 THz = 1.0002
B: s = 0.5000 (km/s)^-2, M/long-wave M at 0.1 THz = 1.0005
long-wave t_AB = 0.8475
chains, masses 1 and 2, angular frequency 1 (model units):
  link/chain spring = 0.1: t_AB = 0.0209, t_BA = 0.0209
  link/chain spring = 0.3: t_AB = 0.2369, t_BA = 0.2369
  link/chain spring = 1.0: t_AB = 0.9282, t_BA = 0.9282
random scattering; memory-free t_AB = M_B/(M_A+M_B):
  channels 4+12: t_AB = 0.7036, limit = 0.7500, local/incoming drop = 0.5310
  channels 20+60: t_AB = 0.7394, limit = 0.7500, local/incoming drop = 0.5071
G at 300 K from state sum on side A = 128.22 MW m^-2 K^-1
G at 300 K from state sum on side B = 128.20 MW m^-2 K^-1
S = 0.07627 (km/s)^-2
G at 2 K: lattice = 0.00622, T^3 law = 0.00622 MW m^-2 K^-1
T (K), G and elastic ceiling (both MW m^-2 K^-1):
  30  19.47  23.55
  100  101.73  133.96
  300  128.19  170.89
resistance at 300 K = 7.801 m^2 K GW^-1
change of G at 300 K on doubling the frequency grid = 0.0006 %
```
